# Intrinsic valley Hall conductivity of gapped and doped massive Dirac electrons, part 2

We seek the transverse current that a weak, uniform, static electric field drives in a two-dimensional semiconductor with valleys \(K\) (\(\tau=+1\)) and \(K'\) (\(\tau=-1\)). With \(\mathbf k\) measured from the valley centre, each spin has

\[
H_\tau(\mathbf k)=v(\tau k_x\sigma_x+k_y\sigma_y)+m\sigma_z=\mathbf d\cdot\boldsymbol\sigma ,\qquad v>0,\quad m\neq 0 .
\]

The bands are \(E_\pm=\pm\varepsilon\), with \(\varepsilon(k)=|\mathbf d|=\sqrt{m^2+v^2k^2}\). The chemical potential \(\mu\) is measured from mid-gap. Spins are degenerate, valleys do not mix, and the temperature is zero unless stated otherwise. Atomic units have \(\hbar=e=1\), electron charge \(-1\) and \(e^2/h=1/(2\pi)\).

Part (a) treated the field as a slow change of \(\mathbf k\) that mixes a little of the other band \(l\) into band \(n\); \(v|E_y|\ll4m^2\) is sufficient. With \(\partial_x=\partial/\partial k_x\), Berry connection \(\mathbf A=i\langle n|\nabla_{\mathbf k}n\rangle\), curvature \(\Omega_n=\partial_xA_y-\partial_yA_x\), occupations \(f_n\) and \(j_x=\sigma_{xy}E_y\), the velocity and intrinsic Hall conductivity are

\[
v_x=\partial_xE_n-\Omega_n\dot k_y=\partial_xE_n+\Omega_nE_y .
\tag{2}
\]

\[
\sigma_{xy}=-\sum_n\int\!\frac{d^2k}{(2\pi)^2}\,f_n\,\Omega_n .
\tag{3}
\]

The curvature is

\[
\Omega_n=-2\,\frac{{\rm Im}\bigl[\langle n|\partial_xH|l\rangle\langle l|\partial_yH|n\rangle\bigr]}{(E_n-E_l)^2}.
\tag{4}
\]

For conduction (\(s=+1\)) and valence (\(s=-1\)) bands,

\[
\Omega_s=-\frac{s}{2\varepsilon^3}\,\mathbf d\cdot(\partial_x\mathbf d\times\partial_y\mathbf d).
\tag{5}
\]

\[
\Omega_{\rm val}=\frac{\tau v^2m}{2(m^2+v^2k^2)^{3/2}},\qquad
\Omega_{\rm con}=-\Omega_{\rm val}.
\tag{6}
\]

By (5), the valence flux is half the solid angle swept by \(\hat{\mathbf d}=\mathbf d/\varepsilon\). Through a disc of radius \(k\) it is

\[
\Phi_\tau(k)=\pi\tau\left[{\rm sgn}\,m-\frac m{\varepsilon(k)}\right].
\]

The example has \(m=0.10\) eV, \(v=3.0\) eV Å (\(\hbar v\) in ordinary units) and, when doped, electron density \(n=0.0010\) Å\(^{-2}\). Part (c) found that half of the full flux lies within \(k_{1/2}=\sqrt3\,|m|/v=0.0577\) Å\(^{-1}\).

### (d) What does one valley contribute when \(\mu\) lies in the gap?

**Question.** Find \(\sigma_{xy}^\tau\) for one valley and one spin when \(|\mu|<|m|\). What does the result owe to the infinite momentum plane?

**Solution.** The valence band is full and the conduction band is empty. The integral of \(\Omega_{\rm val}\) over the plane is \(\Phi_\tau(\infty)=\pi\tau\,{\rm sgn}\,m\), hence

\[
\sigma_{xy}^\tau=-\frac{\Phi_\tau(\infty)}{4\pi^2}
=-\frac{\tau\,{\rm sgn}\,m}{4\pi}
=-\frac{\tau\,{\rm sgn}\,m}{2}\,\frac{e^2}{h}.
\tag{8}
\]

For \(m>0\) this is \(-0.5\,e^2/h\) in valley \(K\) and \(+0.5\,e^2/h\) in valley \(K'\). It does not depend on where \(\mu\) stands in the gap, because no occupation changes there. The current flows at right angles to the field, so \(\mathbf j\cdot\mathbf E=0\) and it dissipates no energy.

If \(m\) passes through zero from negative to positive values, the contribution of one valley jumps from \(+\tau/2\) to \(-\tau/2\), a change of one whole conductance quantum. At \(m=0\) itself the gap is closed and the adiabatic argument of part (a) fails.

The value one half depends on counting all momenta up to infinity. If the Dirac form holds only up to a radius \(k_c\), the states inside it give

\[
\sigma_{xy}^\tau(k_c)=-\frac\tau2\left[{\rm sgn}\,m-\frac m{\varepsilon(k_c)}\right]\frac{e^2}{h},
\tag{9}
\]

which falls short of (8) by the fraction \(|m|/\varepsilon(k_c)\). What lies beyond \(k_c\) is a property of the crystal, to which part (h) returns.

### (e) What changes when a band is doped?

**Question.** Find \(\sigma_{xy}^\tau\) for \(\mu>|m|\) and for \(\mu<-|m|\).

**Solution.** In both cases the Fermi wave number \(k_F\) is fixed by \(\varepsilon(k_F)=|\mu|\).

For electron doping, \(\mu>|m|\), the valence band is full and the conduction band is filled for \(k<k_F\). Because \(\Omega_{\rm con}=-\Omega_{\rm val}\), the flux of the occupied states is

\[
\Phi_\tau(\infty)-\Phi_\tau(k_F)
=\pi\tau\,{\rm sgn}\,m-\pi\tau\left[{\rm sgn}\,m-\frac m\mu\right]
=\pi\tau\frac m\mu .
\]

For hole doping, \(\mu<-|m|\), the conduction band is empty and the valence band is filled for \(k>k_F\). The occupied flux is again \(\Phi_\tau(\infty)-\Phi_\tau(k_F)\), now equal to \(\pi\tau m/|\mu|\). The two cases agree for a simple reason. Inside the Fermi circle either both states at a given \(\mathbf k\) are filled, and their curvatures cancel, or both are empty. What counts is the region outside the circle, where one state of each pair is filled.

Multiplying by \(-1/(4\pi^2)\) and joining the result to (8) gives one formula for any \(\mu\):

\[
\sigma_{xy}^\tau=-\frac{\tau}{4\pi}\,\frac{m}{\max(|m|,|\mu|)}
=-\frac\tau2\,\frac{m}{\max(|m|,|\mu|)}\,\frac{e^2}{h}.
\tag{10}
\]

The conductivity is continuous at the band edge but has a kink there. It is constant on the gap side, while on the band side its magnitude is \(\tfrac12|m|/|\mu|\approx\tfrac12[1-(|\mu|-|m|)/|m|]\) in units of \(e^2/h\). Far from the gap it falls as \(1/|\mu|\), because the occupied curvature that has no partner then comes from the weak tail alone. This holds as long as the Dirac form describes that tail; part (h) gives the limit in a crystal.

For a temperature above zero, note that (3) is linear in the occupations and that a Fermi function is a weighted average of step functions with different edges. If \(f(\mu')\) is the Fermi function of energy \(\mu'\) with chemical potential \(\mu\), then

\[
\sigma_{xy}^\tau(T,\mu)=\int d\mu'\left(-\frac{\partial f}{\partial\mu'}\right)\sigma_{xy}^\tau(0,\mu').
\]

The weight has a width of a few \(k_BT\), so the plateau in the gap survives when \(\mu\) is many \(k_BT\) away from both band edges.

### (f) Can the effect of doping be read off the Fermi circle?

**Question.** Take \(m>0\) and electron doping. Compute the Berry phase \(\gamma_\tau=\oint\mathbf A\cdot d\mathbf k\) of a conduction state carried once counterclockwise around the Fermi circle, and relate it to the change of \(\sigma_{xy}^\tau\) on doping.

**Solution.** Let \(\theta\) be the polar angle of \(\mathbf d\), with \(\cos\theta=m/\varepsilon\), and \(\chi\) its azimuth. The conduction state is the spinor aligned with \(\mathbf d\),

\[
u=\begin{pmatrix}\cos(\theta/2)\\ e^{i\chi}\sin(\theta/2)\end{pmatrix}.
\]

At \(k=0\) we have \(\theta=0\), and the second component vanishes, so this choice of phase is smooth throughout the disc. If \(\varphi\) is the polar angle of \(\mathbf k\), then \(\chi=\varphi\) for \(\tau=+1\). For \(\tau=-1\) the \(x\) component of \(\mathbf d\) is reversed and \(\chi=\pi-\varphi\). In both cases \(d\chi/d\varphi=\tau\). On the circle \(\theta\) is constant, and

\[
i\langle u|\partial_\varphi u\rangle=i\cdot i\tau\sin^2(\theta/2)=-\tau\sin^2(\theta/2).
\]

Integration over \(2\pi\), with \(2\sin^2(\theta/2)=1-\cos\theta\) and \(\cos\theta=m/\mu\), gives

\[
\gamma_\tau=-\pi\tau\left(1-\frac m\mu\right).
\tag{11}
\]

By Stokes' theorem this is the flux of \(\Omega_{\rm con}\) through the Fermi disc, and it equals \(-\Phi_\tau(k_F)\), as it should. The added electrons therefore change the conductivity by

\[
\Delta\sigma_{xy}^\tau=-\frac{\gamma_\tau}{4\pi^2}=-\frac{\gamma_\tau}{2\pi}\,\frac{e^2}{h}.
\]

The change has the sign opposite to that of the filled valence band. Although (3) sums over the whole Fermi disc, the intrinsic effect of doping is thus fixed by the states on its edge, up to the whole multiples of \(2\pi\) by which a phase is undetermined. The smooth spinor settles that ambiguity here.

### (g) What is the valley Hall conductivity of the sheet?

**Question.** Add the two spins and combine the two valleys. Express the result through the electron density \(n\), and evaluate it for the example. Under which conditions would a measurement see something else?

**Solution.** Define the valley current as the charge current of valley \(K\) minus that of valley \(K'\), summed over spin. The corresponding conductivity is

\[
\sigma_v=2\bigl(\sigma_{xy}^{+}-\sigma_{xy}^{-}\bigr)
=-2\,\frac{m}{\max(|m|,|\mu|)}\,\frac{e^2}{h}.
\tag{12}
\]

Defining the valley current with an additional factor \(\tfrac12\) would halve this value. The ordinary charge Hall conductivity is \(2(\sigma_{xy}^++\sigma_{xy}^-)=0\) for equal occupation of the valleys.

The meaning of the sign is seen from (2). For \(m>0\) and a field along \(+y\), the valence electrons of valley \(K\) have positive curvature and drift towards \(+x\), while those of \(K'\) drift towards \(-x\). The electron charge being negative, the charge current of \(K\) points to \(-x\), in accord with \(\sigma_v<0\).

If the valleys are populated unequally, with separate chemical potentials \(\mu_K\) and \(\mu_{K'}\), the cancellation of the charge current is incomplete unless \(\max(|m|,|\mu_K|)=\max(|m|,|\mu_{K'}|)\). Equation (10) then gives

\[
\sigma_{xy}=-\left[\frac{m}{\max(|m|,|\mu_K|)}-\frac{m}{\max(|m|,|\mu_{K'}|)}\right]\frac{e^2}{h},
\]

a charge Hall effect without a magnetic field.

For equal populations the density of added electrons is the area of the Fermi disc times the density of states \(1/(2\pi)^2\) in momentum space, times four for two spins and two valleys:

\[
n=4\,\frac{\pi k_F^2}{4\pi^2}=\frac{k_F^2}{\pi},\qquad k_F=\sqrt{\pi n}.
\]

With \(\mu=\sqrt{m^2+v^2k_F^2}\), the electron-doped result is

\[
\sigma_v=-\frac{2m}{\sqrt{m^2+\pi v^2n}}\,\frac{e^2}{h}.
\tag{13}
\]

At low density the magnitude is reduced by the fraction \(\pi v^2n/(2m^2)\); at high density it falls as \(1/\sqrt n\) within the Dirac model, and faster in the crystal of part (h).

In the example, the density gives

\[
k_F=\sqrt{\pi\times0.0010}\ \text{Å}^{-1}=0.0560\ \text{Å}^{-1},\qquad vk_F=0.168\ \text{eV},
\]

\[
\mu=\sqrt{0.10^2+0.168^2}\ \text{eV}=0.196\ \text{eV},\qquad \frac m\mu=0.511 .
\]

The chemical potential lies 0.096 eV above the band edge. The Fermi-circle phase (11) for \(\tau=+1\) is \(-\pi(1-0.511)=-1.536\). Divided by \(-2\pi\), it gives a conduction-band contribution of \(+0.244\,e^2/h\) for one spin. Added to the \(-0.500\,e^2/h\) of the filled valence band, this leaves \(-0.256\,e^2/h\). Valley \(K'\) has the opposite value, and the factor 4 from spins and valleys leads to the main results, with \(e^2/h=38.74\) µS:

\[
\sigma_v({\rm gap})=-2\,\frac{e^2}{h}=-77.5\ \text{µS},\qquad
\sigma_v({\rm doped})=-1.02\,\frac{e^2}{h}=-39.6\ \text{µS}.
\]

Nearly half of the gap value is lost because \(k_F\) is close to the half-flux radius of 0.0577 Å\(^{-1}\) found in part (c). Equation (12) gives the dependence on \(\mu\) for the same \(m\):

| \(\mu\) (eV) | \(\sigma_v\) (\(e^2/h\)) |
|---:|---:|
| −0.40 | −0.50 |
| −0.20 | −1.00 |
| 0.05 | −2.00 |
| 0.15 | −1.33 |
| 0.20 | −1.00 |
| 0.40 | −0.50 |

The doped values are the intrinsic part of the response. Impurities can add a side jump, a small sideways displacement of the electron at each collision. The number of collisions per unit time grows in proportion to the impurity density, while the shift of the Fermi disc that supplies the imbalance falls in inverse proportion to it. The product does not depend on the impurity density, so this current does not disappear as the sample is made cleaner, and it can be as large as the intrinsic one or larger. Skew scattering, an unequal probability of scattering to the left and to the right, can add a further current. A comparison with a measurement on a doped sheet needs both. In the gap at zero temperature there is no Fermi circle on which such collisions could take place.

### (h) How good is the half-integer in a crystal?

**Question.** A real Brillouin zone is finite and joins the two valleys. Take a honeycomb lattice with nearest-neighbour hopping \(t\) and site energies \(\pm m\) on its two sublattices, with \(m>0\). By how much does the gap contribution of one valley differ from one half?

**Solution.** The Hamiltonian has the form \(\mathbf d\cdot\boldsymbol\sigma\) with \(d_z=m\) and \(d_x-id_y=t\,g(\mathbf k)\), where \(g\) is the sum of the phase factors \(e^{i\mathbf k\cdot\boldsymbol\delta}\) over the three bonds \(\boldsymbol\delta\) from a site to its neighbours. The function \(g\) vanishes at the two valley centres.

The valleys need a dividing line. A mirror that maps each sublattice on itself exchanges \(K\) and \(K'\) and reverses the curvature, so the curvature vanishes on the mirror lines. These lines cut the zone into two equilateral triangles, each with a valley at its centre and with reciprocal-lattice points at its corners.

Equation (5) holds for any \(\mathbf d\), so the valence flux of a triangle is half the solid angle swept by \(\hat{\mathbf d}\). With polar angle \(\theta\) and azimuth \(\chi\), the solid angle is \(\oint(1-\cos\theta)\,d\chi\) along the edge of the triangle, where \(\cos\theta=m/\varepsilon\) and \(\varepsilon=\sqrt{m^2+t^2|g|^2}\). The azimuth turns once around the single zero of \(g\) inside. With the path taken in the sense in which \(\chi\) increases, the magnitude of the valley conductivity is

\[
|\sigma_{xy}^\tau|=\frac1{4\pi}\oint\left(1-\frac m\varepsilon\right)d\chi\ \frac{e^2}{h}
=\left[\frac12-\frac m{4\pi}\oint\frac{d\chi}{\varepsilon}\right]\frac{e^2}{h}.
\tag{14}
\]

On an edge, two of the three phase factors are equal, so \(|g|=|2+e^{i\alpha}|\ge1\) for some angle \(\alpha\). The energy \(\varepsilon\) therefore stays at or above \(t\) on the whole boundary, and for \(m\ll t\) it can be replaced by \(t|g|\). The deviation from one half is then proportional to \(m/t\). On a circle of constant energy \(\varepsilon(k_c)\), equation (14) reduces to the cutoff formula (9).

For numbers, the lattice Hamiltonian was diagonalized on a grid of \(480\times480\) points in the zone, and the curvature (4) was summed over each triangle. For one spin and \(\tau=+1\):

- \(m/t=0.10\) gives \(-0.460\,e^2/h\), a deviation of 0.0396;
- \(m/t=0.05\) gives \(-0.480\,e^2/h\), a deviation of 0.0199.

Halving the mass reduces the deviation by a factor of 1.99, close to the factor 2 expected at leading order. The other valley has the opposite values, so the flux through the whole zone is zero.

The deviation, about \(0.40\,m/t\), comes from the tail far from the valley centre. The doped value (10) consists of the curvature outside the Fermi circle, so nearly the same amount is missing from it, and relative to \(\tfrac12m/|\mu|\) the loss is about \(0.8\,|\mu|/t\). With bond length \(a\) the lattice has \(v=3ta/2\). For the \(v\) and \(m\) of the example and \(a=1.42\) Å, so that \(t=1.41\) eV, the lattice gives \(\sigma_v=-1.89\,e^2/h\) in the gap, \(-0.91\,e^2/h\) at \(\mu=0.196\) eV and \(-0.39\,e^2/h\) at \(\mu=0.40\) eV, against \(-2\), \(-1.02\) and \(-0.50\) for the Dirac model.

The valley value is therefore not a topological invariant. An invariant belongs to a filled band over the closed Brillouin zone, and here it vanishes; the near-half value belongs to a part of the zone chosen by a dividing line. It is a good description when the gap, and for a doped sheet also \(|\mu|\), is small compared with the band energies on that line and when scattering between the valleys is weak. Atomic-scale disorder or rough edges can transfer electrons from one valley to the other. The valley current is then not conserved, and its conductivity alone does not fix the signal at distant contacts.
